Seaton's Theorem: Threshold Quantum Defect and Coulomb Phase Shift, Tested on Sodium

**1. Two measurements of one core**

The outer electron of a sodium atom can be examined in two ways. Bound, it has a series of s levels lying below those of hydrogen. Free, it scatters from the Na⁺ ion, and its wave leaves with a phase different from that in a pure Coulomb field. Both effects come from the departure of the potential from −1/r, which lies mostly in the small region of the core. Seaton's theorem says that at the ionization threshold the phase difference is π times the quantum defect, the number that describes the lowering of the levels.

Hartree atomic units are used. One electron moves in

V(r) = −1/r + W(r),

where rW is bounded near r = 0, W = 0 for r > R, and W does not depend on energy. For angular momentum l the radial function u obeys

u″ + [2E + 2/r − l(l+1)/r² − 2W] u = 0,  u ~ r^(l+1) at r → 0.

A bound level with n − l − 1 radial nodes defines ν and the quantum defect μ by

E = −1/(2ν²),  ν = n − μ.

For E = k²/2 > 0 let the regular solution with W = 0 behave as sin Φ(r) at large r. With W present the solution behaves as sin(Φ + δ), which defines δ up to a multiple of π. The claim is

lim(n→∞) πμₙ = lim(k→0) δ(k).

It holds modulo π as it stands, and without that freedom if δ is followed continuously from zero while W is switched on.

The difficulty is that ordinary Coulomb waves change character at E = 0: oscillation at large r turns into growth and decay. We need two solutions outside R that pass smoothly through threshold.

**2. Coulomb functions as contour integrals**

Outside R put κ² = −2E and u = r^(l+1) w. Since

u″ = r^(l+1) [w″ + 2(l+1)w′/r + l(l+1)w/r²],

the centrifugal terms cancel. Multiplying the rest by r gives

r w″ + 2(l+1) w′ + (2 − κ²r) w = 0.

Try w = ∫ e^(rt) φ(t) dt. The left side becomes

∫ e^(rt) [r(t² − κ²) + 2(l+1)t + 2] φ dt.

Write r e^(rt) as d(e^(rt))/dt, set ψ = (t² − κ²)φ, and integrate by parts. The equation holds if e^(rt)ψ has equal values at the two ends of the path and

ψ′/ψ = [2(l+1)t + 2]/(t² − κ²).

Because 2/(t² − κ²) = (1/κ)[1/(t−κ) − 1/(t+κ)], integration gives

φ(t) = (t² − κ²)^l [(t−κ)/(t+κ)]^(1/κ).

Cut the t plane along the segment from −κ to κ and take the power that tends to 1 at large |t|. For |t| > |κ|,

(1/κ) ln[(t−κ)/(t+κ)] = −2/t − 2κ²/(3t³) − …

Only even powers of κ appear. Away from the cut φ is therefore a smooth function of E, and at threshold it becomes t^(2l) e^(−2/t).

The first solution uses a clockwise loop around the cut:

f = r^(l+1) (1/2i) ∮ e^(rt) φ dt.

The integral is finite at r = 0, so f is the regular Coulomb function. There is one exception: if 1/κ is an integer not larger than l, φ is a polynomial and f vanishes. These energies are far from threshold for fixed l and are left out. The loop can stay far from the cut, so f is analytic in E. It is real, because complex conjugation reverses the loop and also changes the sign of i.

**3. Below threshold**

Here κ = 1/ν > 0. Let A be r^(l+1) times the integral of e^(rt)φ from −∞, passing above the cut, to t = κ. The end conditions hold: e^(rt) vanishes at −∞, and ψ vanishes like (t−κ)^(l+1+ν) at κ. The conjugate A* follows the mirror path below the cut.

In A − A* the two parts on t < −κ cancel, because φ is single-valued there. What remains is the clockwise loop, so A − A* = 2if, and

A = G + i f,  G = Re A.

Now find the solution that decays at large r. Just above the cut t − κ has argument π and t + κ has argument 0, so φ carries the phase e^(iπν). Just below, it carries e^(−iπν). In the combination

e^(−iπν)A − e^(iπν)A*

the two sides therefore cancel between −κ + ε and κ, for any small ε > 0. The remaining path has Re t ≤ −κ + ε, so the result is bounded by a constant times r^(l+1) e^(−(κ−ε)r). It decays. Dividing by 2i gives the decaying solution

D = Im[(cos πν − i sin πν)(G + if)] = f cos πν − G sin πν.

With W = 0 the solution is f everywhere. It agrees with D only if sin πν = 0. For l ≥ 1 a level must also lie above the minimum −1/[2l(l+1)] of −1/r + l(l+1)/(2r²), so ν > l; for l = 0 this is just ν > 0. The integers ν = l+1, l+2, … are the hydrogen series. With a core, put ν = n − μ. Then cos πν = (−1)ⁿ cos πμ and sin πν = −(−1)ⁿ sin πμ, so outside R a bound state is

u ∝ f cos πμ + G sin πμ.  (bound)

**4. Above threshold**

Now κ = ik, and

φ = (t² + k²)^l exp[−(2/k) arctan(k/t)]

on the real axis. The cut runs from −ik to ik. Let H be r^(l+1) times the integral from −∞ to ik. At the end point |ψ| vanishes like |t−ik|^(l+1), so H is a solution.

To see its behaviour at large r, let the path arrive horizontally, t = ik − s. Small s dominates, where φ is a constant times s^(l−i/k), and

∫₀^∞ e^(−rs) s^(l−i/k) ds = Γ(l+1−i/k) r^(−l−1+i/k).

Thus H tends to a constant times exp[i(kr + (1/k) ln r)], a purely outgoing wave.

Next relate H to f. Beside t = 0, φ contains e^(π/k) on the left of the cut and e^(−π/k) on the right. Both branches obey the same first-order equation, so their ratio e^(2π/k) is constant along the cut. The clockwise loop goes up the left side and down the right:

∮ e^(rt)φ dt = (1 − e^(−2π/k)) ∫(left, −ik to ik) e^(rt)φ dt.

The integral along the left side, times r^(l+1), is H − H* = 2i Im H. Hence

f = (1 − e^(−2π/k)) Im H.

So Im H is a positive multiple of the regular function. At large r we can write H = M e^(iΦ), with M constant and Φ the Coulomb phase of Section 1. Then cos δ Im H + sin δ Re H tends to M sin(Φ + δ). Calling Re H again G, we have outside R

u ∝ [f/(1 − e^(−2π/k))] cos δ + G sin δ.  (free)

Write the outer solution at any energy as u = αf + βG. The two results become

E < 0: tan πμ = β/α,
E > 0: (1 − e^(−2π/k)) tan δ = β/α.

The extra factor is not small print at high energy: for k = 2 it is 0.957. At k = 0.30 it differs from 1 by 8 × 10⁻¹⁰.

**5. The two sides meet**

It remains to show that G has the same limit from both sides. Let both paths go from −∞ over the top to a fixed point c > 0, and only then towards their end points. On the part up to c the convergence φ → t^(2l) e^(−2/t) is uniform.

For E < 0 the last part runs along the real axis from c to κ. There

φ = (t² − κ²)^l exp[−(2/κ) artanh(κ/t)] ≤ t^(2l) e^(−2/t),

since artanh x ≥ x. This bound is integrable, so the limit may be taken under the integral.

For E > 0 the path runs from c to 0⁺ and then up the right side of the cut to ik. This is allowed, since it crosses no cut. On the real piece φ is bounded and converges at each t. On the last piece |φ| = (k² − y²)^l e^(−π/k) with t = iy, and the length is k, so its contribution vanishes.

Thus A and H have one common limit, A₀ = G₀ + if₀. The same argument with an extra factor t under the integral covers the r derivatives.

The limit can be named. Expanding both exponentials and taking the residue at t = 0 gives

f₀ = π 2^(2l+1) r^(l+1) Σₘ (−2r)^m / [m! (2l+1+m)!] = c_l √r J(√(8r)),

where c_l = 2^(l+1/2) π and J is the Bessel function of order 2l+1. In A₀ the exponent rt − 2/t is stationary at t = i√(2/r), where it equals i√(8r). The path passes over this point and not over its mirror image, so A₀ is outgoing in √(8r) and is proportional to √r (J + iY). Its imaginary part is f₀, which fixes the factor:

A₀ = c_l √r (−Y + iJ),  G₀ = −c_l √r Y.

The Wronskian of J and Y with respect to x = √(8r) is 2/(πx), and dx/dr = 4/x. Therefore

f₀G₀′ − f₀′G₀ = −c_l² r · 8/(πx²) = −c_l²/π ≠ 0.

So f and G are independent at threshold and, by continuity, near it.

The inner solution, started as r^(l+1), is continuous in E, and so are u(R) and u′(R). Matching at R then gives α and β one common limit from both sides. The Coulomb tail supplies bound levels arbitrarily close to E = 0, so the limit from below is reached along the series. Since e^(−2π/k) → 0,

tan πμ(threshold) = tan δ(threshold).

This is the theorem modulo π.

**6. The missing multiple of π**

Replace W by ηW and let η grow from 0 to 1. Near threshold let Δ(E, η) be the angle of the vector (α, β), followed continuously from η = 0. There u is a positive multiple of f, so Δ = 0. The vector never vanishes, because u is not zero.

A bound state needs (α, β) parallel to (cos πν, −sin πν), that is

sin(πν + Δ) = 0,  or ν = m − Δ/π with integer m.

Follow one high level as η grows. Its number of nodes cannot change: u and u′ never vanish together, and no node enters from the origin or from infinity. The integer m cannot jump either, and at η = 0 it is n. Because Δ is bounded, a sufficiently high level stays near threshold throughout. Hence πμₙ = Δ(Eₙ, 1).

Above threshold δ also starts at zero, and tan Δ = (1 − e^(−2π/k)) tan δ keeps Δ and δ in the same quadrant. They merge as k → 0. This proves the equality without a free multiple of π.

In practice the continuous δ is found by counting. The phase of a wave at a large radius is π times the number of nodes passed, plus the remainder. The same count for the pure Coulomb wave is subtracted. The quantum defect thus measures how many half waves the core has pulled in.

**7. Why extrapolation in energy works**

To first order in E,

φ = t^(2l) e^(−2/t) [1 + 2E (l/t² + 2/(3t³)) + …].

The factor e^(−2/t) makes the integrals of these terms converge at t → 0⁺. To control the end region, split the path at t = √|κ|. Beyond it κ²/t³ is at most √|κ|, so the expansion is valid and its remainder is of order E². Closer in, both φ and the expanded form are exponentially small, of order exp(−2/√|κ|) apart from powers. G therefore has the same first derivative in E on both sides, and so has Δ:

dμ/dE (from below) = (1/π) dδ/dE (from above) at E = 0.

Here μ denotes the smooth curve Δ/π through the levels. For a W that vanishes beyond R and does not depend on energy, a fit in powers of E is the natural way to reach threshold, and the two fitted lines must join without a kink. A slowly decaying tail can spoil this, as Section 8 shows.

**8. A soluble case, and the conditions**

Let W = γ/r² at all r. This violates our assumptions, but it can be solved. The centrifugal term becomes λ(λ+1) = l(l+1) + 2γ, where we take the root λ > −1/2 that tends to l as γ → 0; it exists for γ > −(l+1/2)²/2. The levels are ν = n − l + λ, so μ = l − λ.

The asymptotic Coulomb phase contains −lπ/2 + arg Γ(l+1−i/k). Replacing l by λ gives

δ = (l−λ)π/2 + arg Γ(λ+1−i/k) − arg Γ(l+1−i/k).

For k → 0 the ratio of the gamma functions behaves as (−i/k)^(λ−l), whose argument is (l−λ)π/2. Hence δ → π(l−λ) = πμ. The theorem survives here, so W = 0 beyond R is sufficient but not necessary. The smoothness of Section 7 does not survive. The next term of the gamma-function ratio adds k(λ−l)(λ+l+1)/2 = γk, so δ = πμ + γk + … with k = √(2E), while μ is constant. The slope in E is zero below threshold and unbounded above it, and a fit in powers of E fails.

W must still fall off fast enough. At threshold the local momentum is √(2/r), so a weak tail adds a phase of about −∫ W dr/√(2/r), which for a power law is finite only if W falls faster than r^(−3/2). For W = −0.1 (1+r)^(−5/4) the s defects are 0.17, 0.28, 0.45, 0.68 at n = 4, 8, 16, 32 and have no limit.

Besides a condition on the tail of W, the proof needs a single channel, a W that is at least continuous in energy at threshold (ours does not depend on energy at all), and comparison waves with the true asymptotic charge. If the tail were −z/r with z > 0 and z ≠ 1, the phase relative to waves of unit charge would contain (z−1)(ln r)/k and would have no limit at large r. One must then use waves of charge z and define ν by E = −z²/(2ν²).

**9. Sodium s terms in a stated model**

The potential is the exchange-only local-density Kohn-Sham potential of the Na⁺ ion. Ten core electrons screen the nuclear charge 11, which leaves the tail −1/r. The potential is matched to this tail at R = 12 bohr. The exchange term decays only as the cube root of the density; moving R to 16 bohr raises μ and δ/π near threshold by 3 × 10⁻⁶, so the sixth decimal below belongs to this choice of R. Correlation, core polarization, nonlocal exchange and relativity are left out. A polarization tail −α/(2r⁴) would not vanish beyond R and lies outside the proof given here; for α = 1 its part beyond 12 bohr adds about 10⁻⁴ to μ.

The core energies agree with a calculation in a dense Gaussian basis to the four decimals printed. A standard contracted basis, def2-QZVP, deviates by up to 0.052 hartree (in the 1s level) with the same functional, so it does not serve as the reference here.

From below, take the 11s level:

ν = 1/√(2 × 0.0055043) = 9.5309,  μ = 11 − 9.5309 = 1.4691.

The 10s level has E = −0.0068709 hartree and μ = 1.469412. The line through the two has slope

(1.469412 − 1.469095)/(−0.0068709 + 0.0055043) = −0.232 per hartree,

and at E = 0 it gives μ = 1.469095 − 0.232 × 0.0055043 = 1.46782.

From above, δ/π is 1.466692 at E = 0.00500 hartree and 1.465288 at 0.01125 hartree. The slope is −0.001404/0.00625 = −0.2246 per hartree, and the line reaches 1.466692 + 0.2246 × 0.00500 = 1.46782 at E = 0.

Fits with curvature give 1.46783 from both sides. Matching the inner solution at E = 0 directly to the Bessel functions of Section 5 gives 1.46783 as well. In radians,

πμ = 4.6113,  δ = 4.6113.

The fitted value from below was tested to agree with each of the other two within 10⁻⁵ in μ. The fitted slopes are −0.2283 from below and −0.2286 from above, per hartree, so the curve also joins without a visible kink. The small difference comes from the order of the fit: a cubic fit from below also gives −0.2286.

The theorem should not be applied to the 3s level by itself. Its defect is 1.549, larger than the threshold value by 0.082, and π times this difference is 0.26 rad. The threshold slope accounts for 0.2286 × 0.2376 = 0.054 of the 0.082; the rest comes from terms of second and higher order in E.

The model is not the real atom. Its 3s binding energy is 0.2376 hartree, or 6.47 eV, whereas the measured value is 5.14 eV. The measured s levels of sodium give a threshold defect of about 1.35 and a slope of about −0.13 per hartree, against 1.468 and −0.229 in the model. The calculation does not tell which of the omitted effects is responsible. This does not weaken the check, since the theorem relates levels and phases of the same potential, whatever its quality.

**10. What a pseudopotential must keep**

Outside R the functions f and G do not depend on the core. The logarithmic derivative u′/u at R fixes β/α, and hence μ modulo 1. A pseudopotential with the same u′/u at E = 0 therefore has the same threshold defect apart from an integer. If its lowest s state replaces 3s and has no node, n is counted from 1 instead of 3. The threshold defect of the model above becomes 1.468 − 2 = −0.532, and the phase falls by 2π, with no change in the s wave outside R at threshold. At higher energy, and for other l, matching u′/u of the s wave at E = 0 guarantees nothing.

The energy slope is governed by the norm. Let v = ∂u/∂E and write the radial equation as u″ = (q − 2E)u. Differentiation gives v″ = (q − 2E)v − 2u, so

(uv′ − u′v)′ = −2u².

Integrate from 0 to R, where the lower limit contributes nothing, and divide by u(R)², assumed nonzero:

∂(u′/u)/∂E at R = −(2/u(R)²) ∫₀^R u² dr.

A local pseudopotential that keeps u′/u and the norm inside R, relative to u(R)², at E = 0 thus reproduces both the threshold defect, modulo 1, and its first energy derivative. By the theorem it then gives the correct phase shift, modulo π and for the matched l, just above threshold, again to first order in E. The values behind Section 9 are collected in the numerical output below.

Computed values

```
matching radius R = 12.0 bohr
Na+ core energies (hartree): radial, dense Gaussian, contracted def2-QZVP
  1s  -37.9228  -37.9228  -37.9743
  2s  -2.2818  -2.2818  -2.2855
  2p  -1.2790  -1.2790  -1.2834
largest deviation from radial: dense 0.00000, contracted 0.05150 hartree
hydrogen check, n = 4: nu = 4.00000000
bound s levels: n, E (hartree), nu, mu
   3  -0.2376024  1.450640  1.549360
   4  -0.0792265  2.512174  1.487826
   5  -0.0402964  3.522509  1.477491
   6  -0.0244038  4.526432  1.473568
   7  -0.0163598  5.528360  1.471640
   8  -0.0117278  6.529454  1.470546
   9  -0.0088179  7.530135  1.469865
  10  -0.0068709  8.530588  1.469412
  11  -0.0055043  9.530905  1.469095
3s binding energy = 6.465 eV
free s waves: k (1/bohr), E (hartree), delta (rad), delta/pi
  0.10  0.00500  4.607749  1.466692
  0.15  0.01125  4.603339  1.465288
  0.20  0.02000  4.597264  1.463354
  0.30  0.04500  4.580492  1.458016
mu at threshold, quadratic fit in E to n = 6..11: 1.4678299
delta/pi at threshold, cubic in E through 4 k: 1.4678287
delta/pi from zero-energy Bessel matching: 1.4678288
pi * mu at threshold = 4.611324 rad
delta at threshold (Bessel) = 4.611320 rad
slope d mu/dE from below = -0.22833 per hartree
slope d(delta/pi)/dE from above = -0.22861 per hartree
mu(3s) - mu(threshold) = 0.081530
k = 0.8: delta direct = 4.432513 rad
k = 0.8: delta from contour, plus multiple of pi = 4.432513 rad
factor 1-exp(-2 pi/k), k = 2: contour 0.9567861, formula 0.9567861
factor deficit exp(-2 pi/k) at k = 0.30: 8.02e-10
relative distance to threshold limit, l = 0, r = 5 bohr, |kappa| = 0.05: below 0.00673, above 0.00670
```
